# Matching rules at an abrupt mass step in von Roos operators: a numerical check

```python
"""Abrupt mass step in the von Roos kinetic operators.

T = (1/4)[m^a p m^b p m^c + m^c p m^b p m^a],  a + b + c = -1.
Result under test: the limit of a mass layer of width w -> 0 is a regular,
shape-independent problem only for a = c; then m^a psi and m^(a+b) psi' are
continuous. For a != c an attractive term -(hbar^2/8)(a-c)^2 m'^2/m^3 gives
a level running to minus infinity and, generically, an impenetrable wall.
Units: energy eV, length nm, mass in electron masses; K = hbar^2/(2 m_e).
delta = (a-c)/2, chi = m^((a+c)/2) psi, eta = m^b chi', Z = m^b k.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

K = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
M1, M2, V0, WELL, E_IN = 0.05, 0.10, 0.2, 10.0, 0.3
LOGR = np.log(M2 / M1)
EQUAL = {"BenDaniel-Duke": 0.0, "Mustafa-Mazharimousavi": -0.25,
         "Zhu-Kroemer": -0.5}
UNEQUAL = {"Gora-Williams": (-1.0, 0.0), "Li-Kuhn": (0.0, -0.5)}

# ---- symbolic operator, mass written as exp(g), in units of hbar^2/2 ----
x, a_s, c_s, G1, G2 = sp.symbols("x a c G1 G2", real=True)
g = sp.Function("g")(x)
f = sp.Function("f")(x)
b_s = -1 - a_s - c_s


def von_roos(psi, left, right):
    def ordered(p, q):
        inner = sp.exp(b_s * g) * sp.diff(sp.exp(q * g) * psi, x)
        return sp.exp(p * g) * sp.diff(inner, x)
    return -(ordered(left, right) + ordered(right, left)) / 2


def tidy(expr):
    return sp.simplify(sp.expand(expr * sp.exp(g), power_exp=False))


mean = (a_s + c_s) / 2
extra = -(a_s - c_s)**2 / 4 * sp.diff(g, x)**2 * sp.exp(-g)
residual = tidy(von_roos(f, a_s, c_s) - von_roos(f, mean, mean) - extra * f)
assert residual == 0

# coefficients of psi, psi', psi'' in m*T, found by acting on 1, x, x^2
on_one = tidy(von_roos(sp.Integer(1), a_s, c_s))
on_x = tidy(von_roos(x, a_s, c_s))
on_x2 = tidy(von_roos(x**2, a_s, c_s))
coef0 = on_one
coef1 = sp.simplify(on_x - x * coef0)
coef2 = sp.simplify((on_x2 - 2 * x * coef1 - x**2 * coef0) / 2)
coefs = [q.subs(sp.diff(g, x, 2), G2).subs(sp.diff(g, x), G1)
         for q in (coef0, coef1, coef2)]
coef_fun = sp.lambdify((a_s, c_s, G1, G2), coefs, modules="math")


# ---- smooth layer, s = x/w from 0 to 1 ----
def shape(s):
    return s**3 * (10 - 15 * s + 6 * s**2)


def shape1(s):
    return 30 * s**2 * (1 - s)**2


def shape2(s):
    return 60 * s * (1 - s) * (1 - 2 * s)


def mass(s):
    return M1 * np.exp(LOGR * shape(s))


def psi_to_left(a, c, slope, energy, offset, w):
    """Integrate the original equation for psi from s=1 (psi=1) to s=0."""
    def rhs(s, y):
        c0, c1, c2 = coef_fun(a, c, LOGR * shape1(s), LOGR * shape2(s))
        src = mass(s) * w**2 * (energy - offset * shape(s)) / K
        return [y[1], (src * y[0] - c1 * y[1] - c0 * y[0]) / c2]
    sol = solve_ivp(rhs, (1.0, 0.0), [1.0 + 0 * slope, slope],
                    method="DOP853", rtol=1e-11, atol=1e-13)
    assert sol.success
    return sol.y[:, -1]


k1 = np.sqrt(M1 * E_IN / K)
k2 = np.sqrt(M2 * (E_IN - V0) / K)


def scatter(a, c, w):
    p, dp = psi_to_left(a, c, 1j * k2 * w, E_IN, V0, w)
    dp = dp / w
    inc, ref = (p + dp / (1j * k1)) / 2, (p - dp / (1j * k1)) / 2
    trans = (k2 / M2) / (k1 / M1) / abs(inc)**2
    assert abs(trans + abs(ref / inc)**2 - 1) < 1e-6
    return trans, 1 / p, 1j * k2 / dp


def layer(beta, delta, logr, m_left, slope_fun, log_fun):
    """Zero-energy layer: chi and eta at s=1 for chi=1, eta=0 at s=0."""
    def rhs(s, y):
        mb = (m_left * np.exp(logr * log_fun(s)))**beta
        return [y[1] / mb, -(delta * logr * slope_fun(s))**2 * mb * y[0]]
    sol = solve_ivp(rhs, (0, 1), [1.0, 0.0], method="DOP853",
                    rtol=1e-11, atol=1e-13)
    return sol.y[:, -1]


# ---- matrix form of the original operator on a grid ----
def grid_levels(a, c, m, v, h, count):
    b = -1 - a - c
    half = np.sqrt(m[:-1] * m[1:])**b
    sides = np.r_[m[0]**b, half] + np.r_[half, m[-1]**b]
    diag = K / h**2 * m**(a + c) * sides + v
    off = -K / (2 * h**2) * half * (m[:-1]**a * m[1:]**c
                                   + m[:-1]**c * m[1:]**a)
    return eigh_tridiagonal(diag, off, eigvals_only=True, select="i",
                            select_range=(0, count - 1))


def abrupt_well(a, c, h, count):
    n = int(round(4 * WELL / h))
    pos = (np.arange(n) + 0.5) * h - 2 * WELL
    inside = np.abs(pos) < WELL / 2
    return grid_levels(a, c, np.where(inside, M1, M2),
                       np.where(inside, 0.0, V0), h, count)


print(f"hbar^2/(2 m_e) = {K:.6f} eV nm^2")
print(f"masses {M1} and {M2} m_e; offset {V0} eV; well width {WELL} nm")
print(f"incident energy {E_IN} eV; k1 = {k1:.5f}, k2 = {k2:.5f} nm^-1")
hard_wall = K / M1 * (np.pi / WELL)**2

# ---- equal outer exponents ----
for name, a in EQUAL.items():
    b = -1 - 2 * a
    z1, z2 = M1**b * k1, M2**b * k2
    t_step = 4 * z1 * z2 / (z1 + z2)**2
    t_wide, t_a, t_b = (scatter(a, a, w)[0] for w in (1.0, 0.1, 0.05))
    assert abs(t_b - t_step) < 2e-3
    assert 3.5 < (t_a - t_step) / (t_b - t_step) < 4.5
    _, jump, slope_jump = scatter(a, a, 1e-3)
    assert abs(jump / (M1 / M2)**a - 1) < 5e-3
    assert abs(slope_jump / (M1 / M2)**(a + b) - 1) < 5e-3

    def even_level(e):
        k, kap = np.sqrt(M1 * e / K), np.sqrt(M2 * (V0 - e) / K)
        return M1**b * k * np.tan(k * WELL / 2) - M2**b * kap
    level = brentq(even_level, 1e-9, hard_wall * (1 - 1e-9), xtol=1e-13)
    coarse, fine = (abrupt_well(a, a, h, 1)[0] for h in (0.02, 0.01))
    limit = 2 * fine - coarse
    assert abs(limit - level) < 1e-5
    print(f"{name}: alpha = gamma = {a}, beta = {b}")
    print(f"  Z1 = {z1:.4f}, Z2 = {z2:.4f} nm^-1 (mass in m_e)")
    print(f"  step: transmission {t_step:.6f}, reflection {1-t_step:.6f}")
    print(f"  smooth layer w = 1, 0.1, 0.05 nm: transmission "
          f"{t_wide:.6f}, {t_a:.6f}, {t_b:.6f}")
    print(f"  w = 0.001 nm: psi2/psi1 = {jump.real:.4f}, "
          f"psi2'/psi1' = {slope_jump.real:.4f}")
    print(f"  well level: matching {level*1e3:.3f} meV, "
          f"grid limit {limit*1e3:.3f} meV")

# ---- unequal outer exponents: transmission dies as w^2 ----
for name, (a, c) in UNEQUAL.items():
    b, delta = -1 - a - c, (a - c) / 2
    z1, z2 = M1**b * k1, M2**b * k2
    c_layer = layer(b, delta, LOGR, M1, shape1, shape)[1]
    assert c_layer < 0
    ts = [scatter(a, c, w)[0] for w in (1.0, 0.1, 0.01, 0.001)]
    law = 4 * z1 * z2 * 0.001**2 / c_layer**2
    assert abs(ts[-1] / law - 1) < 0.01
    print(f"{name}: alpha = {a}, beta = {b}, gamma = {c}; "
          f"c = {c_layer:.5f} (mass in m_e)")
    print("  transmission at w = 1, 0.1, 0.01, 0.001 nm: "
          + ", ".join(f"{t:.3e}" for t in ts))
    print(f"  w^2 law at 0.001 nm: {law:.3e}")

# ---- runaway bound state of one smooth layer, Gora-Williams, V = 0 ----
a, c = UNEQUAL["Gora-Williams"]
b, delta = -1 - a - c, (a - c) / 2


def mismatch(eps):
    p, dp = psi_to_left(a, c, -np.sqrt(M2 * eps / K), -eps, 0.0, 1.0)
    return dp - np.sqrt(M1 * eps / K) * p


eps_bound = brentq(mismatch, 1e-6, 0.05, xtol=1e-13)
strength = quad(lambda s: mass(s)**b * (LOGR * shape1(s))**2, 0, 1)[0]
inner_norm = quad(lambda s: mass(s)**(-a - c), 0, 1)[0]


def trial_energy(q):
    form = K * ((M1**b + M2**b) * q / 2 - delta**2 * strength)
    return form / ((M1**(-a - c) + M2**(-a - c)) / (2 * q) + inner_norm)


best = minimize_scalar(trial_energy, bounds=(1e-4, 1), method="bounded")
assert -eps_bound < best.fun < 0
w_test, h_test = 0.5, 0.01
pos = (np.arange(12000) + 0.5) * h_test - 60
m_grid = mass(np.clip(pos / w_test, 0, 1))
e_grid = grid_levels(a, c, m_grid, np.zeros_like(pos), h_test, 1)[0]
assert abs(e_grid / (-eps_bound / w_test**2) - 1) < 5e-3
print("Gora-Williams, single smooth layer without offset:")
print(f"  bound level times w^2 = {-eps_bound*1e3:.4f} meV nm^2; "
      f"trial bound {best.fun*1e3:.4f} meV nm^2")
print(f"  at w = {w_test} nm: scaled {-eps_bound/w_test**2*1e3:.3f} meV, "
      f"grid {e_grid*1e3:.3f} meV")
print(f"  at w = 0.1 nm: {-eps_bound/0.1**2*1e3:.2f} meV")

# ---- abrupt well on finer grids, Gora-Williams ----
steps = (0.02, 0.01, 0.005)
runs = [abrupt_well(a, c, h, 3) for h in steps]
for h, lev in zip(steps, runs):
    print(f"  abrupt well, grid {h} nm: lowest {lev[0]:.3f} eV, "
          f"third {lev[2]*1e3:.3f} meV")
for older, newer in zip(runs, runs[1:]):
    assert 3.8 < newer[0] / older[0] < 4.3
third_limit = 2 * runs[2][2] - runs[1][2]
assert abs(third_limit - hard_wall) < 3e-4
print(f"  third level, grid limit {third_limit*1e3:.3f} meV; "
      f"hard-wall well {hard_wall*1e3:.3f} meV")

# ---- layer with linear ln m: closed form and resonances ----
def closed_c(beta, delta_, logr):
    omega = logr * np.sqrt(complex(delta_**2 - beta**2 / 4))
    value = np.sinc(omega / np.pi) * np.exp(beta * logr / 2)
    return (-(delta_ * logr)**2 * value).real


for beta, delta_, logr in ((0, .5, LOGR), (-.5, .25, LOGR), (-1, .3, 1.4),
                           (1, 1, 2.0), (1, -1, -1.5)):
    c_num = layer(beta, delta_, logr, 1.0, lambda s: 1.0, lambda s: s)[1]
    assert abs(c_num - closed_c(beta, delta_, logr)) < 1e-7
for beta, delta_ in ((0, 0.5), (1, 1.0)):
    log_res = np.pi / np.sqrt(delta_**2 - beta**2 / 4)
    a_res, c_res = layer(beta, delta_, log_res, 1.0,
                         lambda s: 1.0, lambda s: s)
    assert abs(c_res) < 1e-7
    assert abs(a_res + np.exp(-beta * log_res / 2)) < 1e-7
    print(f"linear ln m, beta = {beta}, delta = {delta_}: first resonance "
          f"at mass ratio {np.exp(log_res):.2f}, a = {a_res:.4f}")

print("finished without a failed check")
```

Running it gives:

```
hbar^2/(2 m_e) = 0.038100 eV nm^2
masses 0.05 and 0.1 m_e; offset 0.2 eV; well width 10.0 nm
incident energy 0.3 eV; k1 = 0.62746, k2 = 0.51232 nm^-1
BenDaniel-Duke: alpha = gamma = 0.0, beta = -1.0
  Z1 = 12.5491, Z2 = 5.1232 nm^-1 (mass in m_e)
  step: transmission 0.823429, reflection 0.176571
  smooth layer w = 1, 0.1, 0.05 nm: transmission 0.830781, 0.823503, 0.823447
  w = 0.001 nm: psi2/psi1 = 1.0000, psi2'/psi1' = 2.0000
  well level: matching 31.720 meV, grid limit 31.721 meV
Mustafa-Mazharimousavi: alpha = gamma = -0.25, beta = -0.5
  Z1 = 2.8061, Z2 = 1.6201 nm^-1 (mass in m_e)
  step: transmission 0.928203, reflection 0.071797
  smooth layer w = 1, 0.1, 0.05 nm: transmission 0.931476, 0.928237, 0.928212
  w = 0.001 nm: psi2/psi1 = 1.1892, psi2'/psi1' = 1.6818
  well level: matching 38.152 meV, grid limit 38.152 meV
Zhu-Kroemer: alpha = gamma = -0.5, beta = 0.0
  Z1 = 0.6275, Z2 = 0.5123 nm^-1 (mass in m_e)
  step: transmission 0.989795, reflection 0.010205
  smooth layer w = 1, 0.1, 0.05 nm: transmission 0.990053, 0.989797, 0.989796
  w = 0.001 nm: psi2/psi1 = 1.4142, psi2'/psi1' = 1.4142
  well level: matching 44.547 meV, grid limit 44.547 meV
Gora-Williams: alpha = -1.0, beta = 0.0, gamma = 0.0; c = -0.16907 (mass in m_e)
  transmission at w = 1, 0.1, 0.01, 0.001 nm: 9.650e-01, 3.089e-01, 4.478e-03, 4.498e-05
  w^2 law at 0.001 nm: 4.498e-05
Li-Kuhn: alpha = 0.0, beta = -0.5, gamma = -0.5; c = -0.16131 (mass in m_e)
  transmission at w = 1, 0.1, 0.01, 0.001 nm: 9.299e-01, 8.192e-01, 6.499e-02, 6.983e-04
  w^2 law at 0.001 nm: 6.989e-04
Gora-Williams, single smooth layer without offset:
  bound level times w^2 = -3.7475 meV nm^2; trial bound -3.4557 meV nm^2
  at w = 0.5 nm: scaled -14.990 meV, grid -14.978 meV
  at w = 0.1 nm: -374.75 meV
  abrupt well, grid 0.02 nm: lowest -4.419 eV, third 81.181 meV
  abrupt well, grid 0.01 nm: lowest -18.026 eV, third 77.965 meV
  abrupt well, grid 0.005 nm: lowest -72.454 eV, third 76.533 meV
  third level, grid limit 75.102 meV; hard-wall well 75.206 meV
linear ln m, beta = 0, delta = 0.5: first resonance at mass ratio 535.49, a = -1.0000
linear ln m, beta = 1, delta = 1.0: first resonance at mass ratio 37.62, a = -0.1630
finished without a failed check
```
